# Brouwer diagram of an oxide with oxygen vacancies, electrons and holes: verification in Python

```python
"""Brouwer diagram of an oxide with oxygen vacancies, electrons and holes.

Result under test: with neutrality p + V1 + 2 V2 = n + A, the local exponent is
  d ln n / d ln P = -(1/2) (V1 + 2 V2) / (n + p + V1 + 4 V2),
which gives -1/6 (n = 2 V2), -1/4 (n = V1), 0 (n = p), -1/4 (2 V2 = A),
-1/2 (V1 = A) and 0 (p = A).
Symbols: P = O2 pressure / 1 bar; n, p = electrons, holes; V1, V2 = singly and
doubly charged oxygen vacancies; A = ionized acceptors (all in cm^-3).
mu = Fermi level measured from the conduction-band edge (eV).
The reference solution uses Fermi-Dirac integrals and vacancy site exclusion;
the formulas use the dilute, nondegenerate limit.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import gammaln

# ---------------- model parameters ----------------
temperature = 1200.0       # K
gap = 2.5                  # eV
oxygen_sites = 5.0e22      # cm^-3
reduction_energy = 5.4     # eV: O on site -> V2 + 2 electrons at band edge + 1/2 O2
first_level = 0.1          # eV, binding of the electron lost in V0 -> V1
second_level = 0.2         # eV, binding of the electron lost in V1 -> V2
deep_level = 1.9           # eV, second level of the variant oxide
acceptors = 1.0e17         # cm^-3
weak_acceptors = 1.0e13    # cm^-3
kT = const.k * temperature / const.e

# ---------------- reference solution ----------------
t_step = 0.02
t_grid = np.arange(0.0, 8.0, t_step)   # band energy = kT t^2
dos_factor = (2 * const.m_e / const.hbar**2)**1.5 / (2 * np.pi**2)
band_factor = dos_factor * (const.k * temperature)**1.5 * 1e-6


def carriers(eta):
    """Band density of states times Fermi function, integrated; cm^-3."""
    integrand = 2 * t_grid**2 / (np.exp(t_grid**2 - eta) + 1)
    return band_factor * t_step * integrand.sum()


def concentrations(mu, pressure, level2):
    """n, p, V1, V2 with one vacancy at most on each oxygen site."""
    gas = pressure**-0.5
    w2 = gas * np.exp(-(reduction_energy + 2 * mu) / kT)
    w1 = 2 * gas * np.exp(-(reduction_energy - level2 + mu) / kT)
    w0 = gas * np.exp(-(reduction_energy - level2 - first_level) / kT)
    total = 1 + w0 + w1 + w2
    return np.array([carriers(mu / kT), carriers((-gap - mu) / kT),
                     oxygen_sites * w1 / total, oxygen_sites * w2 / total])


def solve(pressure, acceptor=0.0, level2=second_level):
    def charge(mu):
        n, p, v1, v2 = concentrations(mu, pressure, level2)
        return p + v1 + 2 * v2 - n - acceptor
    mu = brentq(charge, -gap, 0.0, xtol=1e-14, rtol=1e-14)
    return concentrations(mu, pressure, level2)


def slopes(pressure, acceptor=0.0, level2=second_level, h=0.1):
    """Numerical d ln(concentration) / d ln P for n, p, V1, V2."""
    up = solve(pressure * np.exp(h), acceptor, level2)
    down = solve(pressure * np.exp(-h), acceptor, level2)
    return np.log(up / down) / (2 * h)


def slope_formula(state):
    n, p, v1, v2 = state
    return -0.5 * (v1 + 2 * v2) / (n + p + v1 + 4 * v2)


def close(value, target, rel):
    return abs(value / target - 1) < rel


# ---------------- origin of the pressure factor ----------------
def vacancy_odds(molecules, sites=10000, site_factor=1e-3, gas_factor=1e8):
    """Explicit sum over vacancy numbers; atoms leave in pairs as molecules."""
    m = np.arange(0, 2001, 2)
    gas_number = molecules + m / 2
    log_weight = (gammaln(sites + 1) - gammaln(m + 1) - gammaln(sites - m + 1)
                  + m * np.log(site_factor)
                  + gas_number * np.log(gas_factor) - gammaln(gas_number + 1))
    weight = np.exp(log_weight - log_weight.max())
    fraction = (weight * m).sum() / weight.sum() / sites
    return fraction / (1 - fraction)


odds_low, odds_high = vacancy_odds(1e6), vacancy_odds(4e6)
gas_exponent = np.log(odds_high / odds_low) / np.log(4.0)
assert abs(gas_exponent + 0.5) < 1e-3
assert close(odds_low, 1e-3 * np.sqrt(1e8 / 1e6), 1e-3)

# ---------------- dilute constants ----------------
Nc = 2 * (const.m_e * const.k * temperature
          / (2 * np.pi * const.hbar**2))**1.5 * 1e-6
assert close(carriers(-12.0), Nc * np.exp(-12.0), 1e-5)
ni = Nc * np.exp(-gap / (2 * kT))
Kv = oxygen_sites * Nc**2 * np.exp(-reduction_energy / kT)
K2 = Nc / 2 * np.exp(-second_level / kT)
K2_deep = Nc / 2 * np.exp(-deep_level / kT)

# mass action checked on the full solution
for pressure in (1e-20, 1e-10, 1.0):
    n, p, v1, v2 = solve(pressure, acceptors)
    assert close(n * p, ni**2, 2e-3)
    assert close(v2 * n**2, Kv * pressure**-0.5, 3e-3)
    assert close(v2 * n / v1, K2, 3e-3)

# ---------------- local exponent over the whole diagram ----------------
largest_slope_error = 0.0
for acceptor in (0.0, acceptors):
    for log_pressure in range(-24, 3, 2):
        pressure = 10.0**log_pressure
        numeric = slopes(pressure, acceptor)
        derived = slope_formula(solve(pressure, acceptor))
        largest_slope_error = max(largest_slope_error, abs(numeric[0] - derived))
        assert abs(numeric[1] + derived) < 2e-3
        assert abs(numeric[3] + 0.5 + 2 * derived) < 4e-3
assert largest_slope_error < 2e-3

# ---------------- limiting exponents and prefactors ----------------
# Tolerances cover the small minority terms left in neutrality.
assert abs(slopes(1e-20)[0] + 1 / 6) < 2e-3
assert abs(slopes(1.0)[0]) < 1e-3
assert abs(slopes(1.0)[3] + 0.5) < 2e-3
assert abs(slopes(1e-13, acceptors)[0] + 0.25) < 5e-3
assert abs(slopes(1.0, acceptors)[0]) < 5e-3
deep_pure = slopes(1e-11, 0.0, deep_level)[0]
deep_doped = slopes(1e-7, acceptors, deep_level)[0]
assert abs(deep_pure + 0.25) < 2e-3
assert abs(deep_doped + 0.5) < 2e-2

n_reduced = (2 * Kv)**(1 / 3) * 1e-20**(-1 / 6)
n_plateau = np.sqrt(2 * Kv / acceptors) * 1e-13**-0.25
v2_oxidized = Kv * acceptors**2 / ni**4
assert close(solve(1e-20)[0], n_reduced, 1e-2)
assert close(solve(1e-13, acceptors)[0], n_plateau, 2e-2)
assert close(solve(1.0, acceptors)[1], acceptors, 1e-2)
assert close(solve(1.0, acceptors)[3], v2_oxidized, 2e-2)
assert close(solve(1.0)[0], ni, 2e-3)

# ---------------- junctions of the straight lines ----------------
P_pure = (2 * Kv)**2 / ni**6
P1 = (2 * Kv)**2 / acceptors**6
P2 = (2 * Kv)**2 * acceptors**2 / ni**8
P_cross = (2 * Kv)**2 / (acceptors**2 * ni**4)
root_pure = brentq(lambda x: x**3 - x - 1, 1, 2)
root_1 = brentq(lambda x: x**3 + x**2 - 1, 0, 1)
root_2 = brentq(lambda y: y**2 + y - 1, 0, 1)
ratio_pure = solve(P_pure)[0] / ni
ratio_1 = solve(P1, acceptors)[0] / acceptors
ratio_2 = solve(P2, acceptors)[1] / acceptors
cross_state = solve(P_cross, acceptors)
assert close(ratio_pure, root_pure, 3e-3)
assert close(ratio_1, root_1, 1e-2)
assert close(ratio_2, root_2, 3e-3)
assert close(cross_state[0], cross_state[1], 5e-3)


def straight_lines(pressure):
    if pressure < P1:
        return (2 * Kv)**(1 / 3) * pressure**(-1 / 6)
    if pressure < P2:
        return np.sqrt(2 * Kv / acceptors) * pressure**-0.25
    return ni**2 / acceptors


scan = np.append(np.logspace(-24, 2, 105), [P1, P2])
largest_factor = max(np.exp(abs(np.log(solve(P, acceptors)[0] / straight_lines(P))))
                     for P in scan)
assert close(largest_factor, 1 / root_2, 5e-3)

weak_state = solve(1.0, weak_acceptors)
weak_ratio = weak_state[1] / weak_state[0]
assert abs(weak_ratio - 1 - weak_acceptors / ni) < 1e-3

# ---------------- printed numbers ----------------
print(f"temperature {temperature:.0f} K, kT = {kT:.5f} eV")
print(f"gap {gap} eV, reduction free energy {reduction_energy} eV")
print(f"vacancy levels below band edge: {first_level}, {second_level} eV")
print(f"deep second level of variant: {deep_level} eV")
print(f"effective masses = 1 m_e; oxygen sites {oxygen_sites:.1e} cm^-3")
print(f"acceptors A = {acceptors:.1e} cm^-3")
print(f"Nc = Nv = {Nc:.4e} cm^-3")
print(f"ni = {ni:.4e} cm^-3")
print(f"Kv = {Kv:.4e} cm^-9 (P in units of 1 bar)")
print(f"K2 = {K2:.4e} cm^-3, deep variant {K2_deep:.4e} cm^-3")
print(f"vacancy exponent from lattice-gas sum: {gas_exponent:.5f}")
for name, acceptor, pressures in (
        ("pure oxide", 0.0, (1e-20, 1e-16, 1e-12, 1e-8, 1e-4, 1.0)),
        ("doped oxide", acceptors, (1e-24, 1e-20, 1e-16, 1e-13, 1e-8, 1e-4, 1.0))):
    print(f"{name}: P/bar, n, p, V1, V2 (cm^-3), slope of n")
    for pressure in pressures:
        n, p, v1, v2 = solve(pressure, acceptor)
        s = slopes(pressure, acceptor)[0]
        print(f"{pressure:.0e} {n:.3e} {p:.3e} {v1:.3e} {v2:.3e} {s:.4f}")
print(f"line value n, pure, 1e-20 bar: {n_reduced:.3e} cm^-3")
print(f"line value n, doped, 1e-13 bar: {n_plateau:.3e} cm^-3")
print(f"line value V2, doped, 1 bar: {v2_oxidized:.3e} cm^-3")
print(f"pure junction Pi = {P_pure:.3e} bar")
print(f"n/ni at Pi: full {ratio_pure:.4f}, cubic root {root_pure:.4f}")
print(f"doped junction P1 = {P1:.3e} bar")
print(f"n/A at P1: full {ratio_1:.4f}, cubic root {root_1:.4f}")
print(f"doped junction P2 = {P2:.3e} bar")
print(f"p/A at P2: full {ratio_2:.4f}, quadratic root {root_2:.4f}")
print(f"carrier crossing P* = {P_cross:.3e} bar")
print(f"n, p at P*: {cross_state[0]:.4e}, {cross_state[1]:.4e} cm^-3")
print(f"A/ni = {acceptors / ni:.2f}, plateau {np.log10(P2 / P1):.2f} decades")
print(f"largest line error factor in n: {largest_factor:.4f}")
print(f"largest error of slope formula: {largest_slope_error:.1e}")
print(f"deep variant, pure, 1e-11 bar: slope {deep_pure:.4f}")
print(f"deep variant, doped, 1e-7 bar: slope {deep_doped:.4f}")
print(f"weak doping {weak_acceptors:.0e} cm^-3, 1 bar: p/n = {weak_ratio:.4f}")
print("checks complete")
```

It prints:

```
temperature 1200 K, kT = 0.10341 eV
gap 2.5 eV, reduction free energy 5.4 eV
vacancy levels below band edge: 0.1, 0.2 eV
deep second level of variant: 1.9 eV
effective masses = 1 m_e; oxygen sites 5.0e+22 cm^-3
acceptors A = 1.0e+17 cm^-3
Nc = Nv = 2.0075e+20 cm^-3
ni = 1.1295e+15 cm^-3
Kv = 4.2198e+40 cm^-9 (P in units of 1 bar)
K2 = 1.4510e+19 cm^-3, deep variant 1.0519e+12 cm^-3
vacancy exponent from lattice-gas sum: -0.49998
pure oxide: P/bar, n, p, V1, V2 (cm^-3), slope of n
1e-20 9.460e+16 1.348e+13 3.074e+14 4.714e+16 -0.1668
1e-16 2.038e+16 6.258e+13 1.427e+13 1.015e+16 -0.1664
1e-12 4.484e+15 2.846e+14 6.486e+11 2.099e+15 -0.1595
1e-08 1.375e+15 9.281e+14 2.116e+10 2.233e+14 -0.0699
1e-04 1.133e+15 1.126e+15 2.567e+08 3.288e+12 -0.0014
1e+00 1.130e+15 1.129e+15 2.575e+06 3.307e+10 -0.0000
doped oxide: P/bar, n, p, V1, V2 (cm^-3), slope of n
1e-24 4.095e+17 3.113e+12 7.096e+15 2.512e+17 -0.1791
1e-20 7.045e+16 1.811e+13 4.128e+14 8.501e+16 -0.2074
1e-16 8.814e+15 1.447e+14 3.300e+13 5.432e+16 -0.2401
1e-13 1.627e+15 7.842e+14 5.653e+12 5.042e+16 -0.2471
1e-08 9.842e+13 1.296e+16 2.955e+11 4.357e+16 -0.2326
1e-04 1.756e+13 7.265e+16 1.656e+10 1.369e+16 -0.1074
1e+00 1.282e+13 9.950e+16 2.268e+08 2.568e+14 -0.0026
line value n, pure, 1e-20 bar: 9.450e+16 cm^-3
line value n, doped, 1e-13 bar: 1.634e+15 cm^-3
line value V2, doped, 1 bar: 2.593e+14 cm^-3
pure junction Pi = 3.430e-09 bar
n/ni at Pi: full 1.3247, cubic root 1.3247
doped junction P1 = 7.123e-21 bar
n/A at P1: full 0.7556, cubic root 0.7549
doped junction P2 = 2.688e-05 bar
p/A at P2: full 0.6181, quadratic root 0.6180
carrier crossing P* = 4.376e-13 bar
n, p at P*: 1.1295e+15, 1.1295e+15 cm^-3
A/ni = 88.53, plateau 15.58 decades
largest line error factor in n: 1.6177
largest error of slope formula: 9.2e-05
deep variant, pure, 1e-11 bar: slope -0.2499
deep variant, doped, 1e-7 bar: slope -0.4881
weak doping 1e+13 cm^-3, 1 bar: p/n = 1.0088
checks complete
```
